# Does a metal's vacuum work function fix the flat-band voltage?

## Question

I am modelling a capacitor with a metal gate, a 3 nm high-permittivity layer, a 1 nm interlayer and a p-type semiconductor. The metal's vacuum work function is 5.1 eV and the semiconductor's is 5.0 eV. I expected a flat-band voltage of

$$V_{FB}=\frac{\Phi_M-\Phi_S}{e}=+0.1\ \text{V},$$

but the full stack gives about $-0.2$ V. Read backwards, the same equation says that the metal has a work function of 4.8 eV. Has the metal changed, or is the equation wrong? And can I still use tabulated work functions to choose a gate metal?

## Answer

The equation omits a term: the electrostatic potential difference across the insulator at flat band. Interface dipoles and oxide charge both contribute to it. The 4.8 eV therefore describes your complete stack, and the metal's vacuum work function can still be 5.1 eV.

### What the vacuum work function contains

The work function is the energy needed to take an electron from the Fermi level to a point just outside the surface. Let $\bar\phi_{in}$ be the mean electrostatic potential inside the metal, $\phi_{out}$ the potential just outside, and $\bar\mu$ the Fermi energy measured from the mean electrostatic energy $-e\bar\phi_{in}$. Then

$$\Phi_M=-e\phi_{out}-(-e\bar\phi_{in}+\bar\mu)=e(\bar\phi_{in}-\phi_{out})-\bar\mu .$$

The first term is the electrostatic step between the inside of the metal and a point just outside its free surface. It includes the surface dipole. An oxide on that surface changes the electron spill-out and forms bonds, so the step changes. The vacuum value cannot contain this change, because it belongs to a different surface.

### The missing term

Let $x$ run from the metal at $0$ to the semiconductor at $L$. I refer each material to its free surface through a local vacuum level $-e\phi(x)$. An interface dipole then means a departure from alignment of these levels. At flat band there is no field in the semiconductor, and the two Fermi levels are

$$E_{F,M}=-e\phi(0)-\Phi_M,\qquad E_{F,S}=-e\phi(L)-\Phi_S .$$

A positive gate voltage lowers electron energies in the metal, so $eV=E_{F,S}-E_{F,M}$. Subtracting gives

$$eV_{FB}=\Phi_M-\Phi_S+e[\phi(0)-\phi(L)] .$$

Your equation follows when the bracket is zero. Flat bands in the semiconductor do not ensure that, because the insulator can still contain a field.

To find the bracket, let $\rho$ be the charge density between metal and semiconductor, including any sheet at $L$. Gauss's law is $dD/dx=\rho$, and $D=0$ just inside the semiconductor. Integrating back from there,

$$D(x)=-\int_x^L\rho(x')\,dx' .$$

The field is $D/\varepsilon=-d\phi/dx$, so

$$\phi(0)-\phi(L)=\int_0^L\frac{D(x)}{\varepsilon(x)}dx=-\int_0^L\frac{dx}{\varepsilon(x)}\int_x^L\rho(x')\,dx' .$$

The integration region is $0<x<x'<L$. Doing the $x$ integral first gives

$$\phi(0)-\phi(L)=-\int_0^L\rho(x')\,s(x')\,dx',\qquad s(x')=\int_0^{x'}\frac{dx}{\varepsilon(x)} .$$

Here $s$ is the inverse capacitance per area between the gate and the charge. Positive charge makes $V_{FB}$ more negative, and it counts most at the semiconductor. Charge at the metal surface has $s=0$.

### Why a dipole behaves differently from a charge

Put a sheet $+\sigma$ at $x_1$ and a sheet $-\sigma$ at $x_1+d$, in a region of permittivity $\varepsilon$. The pair has no net charge, but it shifts the flat-band voltage by

$$V_{dip}=-\sigma s(x_1)+\sigma s(x_1+d)=\frac{\sigma d}{\varepsilon}.$$

The sign is positive when the positive sheet faces the gate. The shift contains no other layer thickness. A net sheet charge, by contrast, acts through the whole inverse capacitance between itself and the gate. Thinning the insulator between a given fixed charge and the gate therefore weakens the effect of that charge, whereas the effect of a given dipole does not change with layer thickness.

### A dipole that depends on the metal

The dipole at the gate can itself depend on $\Phi_M$. A simple model has electron states in the oxide's band gap, in a plane at distance $\delta$ from the metal. They are in equilibrium with the metal and have a constant density $D_g$ per area and energy. The gap between metal and plane has permittivity $\varepsilon_g$.

The states are neutral when the Fermi level lies at their neutrality level, an energy $\Phi_{CNL}$ below the local vacuum level at $\delta$. Define the effective work function at this plane as

$$\Phi_{eff}=-e\phi(\delta)-E_{F,M}.$$

The Fermi level then lies $\Phi_{CNL}-\Phi_{eff}$ above the neutrality level. Each extra filled state carries $-e$, so

$$Q_g=-eD_g(\Phi_{CNL}-\Phi_{eff})=eD_g(\Phi_{eff}-\Phi_{CNL}).$$

Let $Q_{tot}$ be the net charge per area beyond the plane. The displacement in the gap is $-(Q_g+Q_{tot})$, hence

$$\phi(0)-\phi(\delta)=-\frac{(Q_g+Q_{tot})\delta}{\varepsilon_g}.$$

Since $E_{F,M}=-e\phi(0)-\Phi_M$, the definition of $\Phi_{eff}$ gives

$$\Phi_{eff}=\Phi_M+e[\phi(0)-\phi(\delta)]=\Phi_M-\frac{e\delta}{\varepsilon_g}(Q_g+Q_{tot}).$$

Insert $Q_g$, subtract $\Phi_{CNL}$ from both sides, and collect the terms in $\Phi_{eff}-\Phi_{CNL}$:

$$(\Phi_{eff}-\Phi_{CNL})\left(1+\frac{e^2D_g\delta}{\varepsilon_g}\right)=\Phi_M-\Phi_{CNL}-\frac{e\delta Q_{tot}}{\varepsilon_g}.$$

With

$$S=\frac{1}{1+e^2D_g\delta/\varepsilon_g},\qquad g=\frac{S\delta}{\varepsilon_g},$$

this becomes

$$\Phi_{eff}=\Phi_{CNL}+S(\Phi_M-\Phi_{CNL})-e\,g\,Q_{tot}.$$

The gap states screen both the metal's work function and the potential that the fixed charge produces across the gap.

### The complete flat-band voltage

Let $Q_1$ be the sheet charge between the high-permittivity layer and the interlayer, and $Q_2$ that between the interlayer and the semiconductor. Let $V_{dip}$ now be the sum of the dipole shifts beyond the gap-state plane. With $a_h=t_h/\varepsilon_h$ and $a_i=t_i/\varepsilon_i$, the weights measured from that plane give

$$\phi(\delta)-\phi(L)=V_{dip}-Q_1a_h-Q_2(a_h+a_i).$$

The definition of $\Phi_{eff}$ and the expression for $E_{F,S}$ give $eV_{FB}=\Phi_{eff}-\Phi_S+e[\phi(\delta)-\phi(L)]$. Setting $Q_{tot}=Q_1+Q_2$,

$$V_{FB}=\frac{\Phi_{CNL}+S(\Phi_M-\Phi_{CNL})-\Phi_S}{e}+V_{dip}-Q_1(g+a_h)-Q_2(g+a_h+a_i).$$

Two limits show the role of the metal. For $D_g\to0$, $S\to1$ and $\Phi_M$ enters with full weight; your equation then needs the further conditions that the dipole and charge terms vanish or cancel. For $D_g\to\infty$, both $S$ and $g$ vanish. The Fermi level is pinned at the neutrality level, and $\Phi_M$ drops out of this model.

### Numbers for your stack

These are round model parameters, not data for a named material. They were chosen so that the total comes out near your $-0.2$ V, and they show one possible budget, not the cause in your device. A sheet $Q_1=0.082$ e/nm² alone, without gap states or dipole, gives the same voltage, and so would a metal whose work function processing had really lowered to 4.8 eV. The relative permittivities are 4 for the gap, 20 for the high-permittivity layer and 4 for the interlayer. I take $\delta=0.2$ nm, $\Phi_{CNL}=4.4$ eV and $D_g=10^{14}$ cm⁻² eV⁻¹, which is 1 nm⁻² eV⁻¹. The sheet charges are $Q_1=0.05$ and $Q_2=0.01$ e/nm², or $5\times10^{12}$ and $1\times10^{12}$ e/cm².

A second dipole sits at the upper edge of the interlayer, with its positive sheet towards the gate. I call it the lower dipole, because it lies below the one that the gap states form with the metal. Its sheets carry $\pm0.3$ e/nm² and are 0.2 nm apart. The resulting step of 0.27 V over 0.2 nm is about 14 MV/cm, comparable with the breakdown field of a bulk oxide. Such sheets stand for charge transfer on the scale of a bond, where a bulk permittivity is only bookkeeping; only the combinations $\sigma d/\varepsilon$ and $\delta/\varepsilon_g$ enter the result.

With $\varepsilon_0=0.05526$ e/(V nm), the gap has $\delta/\varepsilon_g=0.2/(4\times0.05526)=0.905$ V nm²/e. Therefore

$$S=\frac{1}{1+0.905}=0.525,\qquad g=0.525\times0.905=0.475\ \text{V nm}^2/e .$$

The layers have $a_h=2.714$ and $a_i=4.524$ V nm²/e.

The flat-band voltages below come from a finite-volume solution of the nonlinear Poisson equation for the whole stack, with $10^{17}$ cm⁻³ acceptors at 300 K. The gate voltage was varied until the semiconductor's surface potential vanished. Contributions were added in this order:

| Included so far | $V_{FB}$ (V) | Shift (V) |
|---|---:|---:|
| Work functions | +0.100 | – |
| Gap states | −0.232 | −0.332 |
| Lower dipole | +0.039 | +0.271 |
| $Q_1$ | −0.121 | −0.159 |
| $Q_2$ | −0.198 | −0.077 |

The formula shows where each entry comes from. With gap states, $4.4+0.525(5.1-4.4)-5.0=-0.2325$. The dipole adds $0.3\times0.2/(4\times0.05526)=0.271$ V. The charges add $-0.05(0.475+2.714)=-0.159$ V and $-0.01(0.475+2.714+4.524)=-0.077$ V.

The gap-state shift is negative because the metal's Fermi level lies below the neutrality level. The states lose electrons and become positive.

### Same metal, different voltage; different metals, same voltage

Remove the gap states but keep the metal, the lower dipole and both charges. The flat-band voltage becomes $+0.109$ V instead of $-0.198$ V, although $\Phi_M$ is still 5.1 eV.

This value is close to your expected $+0.1$ V, but by cancellation: the dipole contributes $+0.271$ V, and the charges, no longer screened in the gap, contribute about $-0.262$ V. Agreement with the simple equation at one thickness therefore does not show that dipoles and charges are absent.

Now take a second metal with $\Phi_M=4.1$ eV on the original stack, gap states included. Its flat-band voltage is $-0.723$ V. The difference between the metals is 0.525 V, which is $S$ times the 1 V that their vacuum work functions suggest.

The second metal reaches $-0.198$ V if its lower dipole contributes 0.796 V instead of 0.271 V. This requires sheets of $8.8\times10^{13}$ e/cm² at the same separation. That is a large dipole, about 40 MV/cm across the pair, chosen to make the point and not taken from a real interface: equal flat-band voltages do not imply equal vacuum work functions.

### What a thickness series can recover

A single flat-band voltage cannot separate these terms. Two series can separate the two sheet charges, provided that the layers contain no bulk charge and that the sheet charges and dipoles stay the same as the thickness changes.

First vary the interlayer at fixed $t_h=3$ nm. The formula gives a slope of $-Q_2$ against $a_i$. From 1 to 4 nm, $V_{FB}$ moves from $-0.1977$ to $-0.3334$ V while $a_i$ grows by $3\times4.524=13.57$ V nm²/e. Hence

$$Q_2=\frac{0.1357}{13.57}=0.010\ e/\text{nm}^2 .$$

Then vary the high-permittivity layer at fixed $t_i=1$ nm. Both sheets lie behind it, so the slope against $a_h$ is $-(Q_1+Q_2)$. From 2 to 5 nm, $V_{FB}$ moves from $-0.1434$ to $-0.3062$ V while $a_h$ grows by 2.714 V nm²/e. Hence

$$Q_1+Q_2=\frac{0.1628}{2.714}=0.060\ e/\text{nm}^2,$$

and $Q_1=0.050$ e/nm².

Now extrapolate $V_{FB}$ to zero thickness of both layers and define $\Phi_{ext}=\Phi_S+eV_{FB}$ at that point. The terms in $a_h$ and $a_i$ vanish, which leaves

$$\Phi_{ext}=\Phi_{CNL}+S(\Phi_M-\Phi_{CNL})+eV_{dip}-e(Q_1+Q_2)g .$$

The series give $\Phi_{ext}=5.010$ eV. The first three terms make 5.039 eV, and the last is $-0.0285$ eV: the potential of the fixed charge across the gap, which thinning the two layers does not remove. The result is neither the vacuum value of 5.1 eV nor the 4.8 eV inferred from one capacitor.

The extrapolation does not tell you where a dipole sits. I moved the lower dipole into the high-permittivity layer, starting 0.2 nm beyond the gap-state plane. The permittivity is five times larger there, so the sheets were made five times denser to keep the same potential step. The flat-band voltages at $t_h=3$ and 5 nm remained $-0.198$ and $-0.306$ V.

A step between the metal and the gap states would act differently. It would add to $\Phi_M$ in the equation for $\Phi_{eff}$ and so be reduced by $S$.

### Charge inside the high-permittivity layer

A uniform density $\rho$ in that layer has total charge $\rho t_h$, which acts through $g$. Its weight beyond the gap-state plane is the integral of $y/\varepsilon_h$ over the layer, with $y$ the distance from the plane. Thus

$$\Delta V_{FB}=-\rho t_hg-\rho\int_0^{t_h}\frac{y}{\varepsilon_h}dy=-\rho t_h\left(g+\frac{a_h}{2}\right).$$

Since $a_h\propto t_h$, the second part is quadratic in thickness. For $\rho=10^{19}$ e/cm³, the shift is $-0.055$ V at 3 nm and $-0.137$ V at 5 nm. The thickness grows by a factor of 1.67 and the shift by about 2.5. A curved $t_h$ series can therefore indicate bulk charge, but it can also mean that an interface changes with thickness. A straight-line fit is then not justified. The converse does not hold: a series that looks straight does not exclude bulk charge. At 2, 3, 4 and 5 nm, $t_h^2$ lies within 1 nm² of the line $7t_h-11$, and its coefficient here is $\rho/2\varepsilon_h=4.5$ mV/nm². The points therefore leave a straight line by only 4.5 mV, yet the fit returns $Q_1+Q_2=0.100$ instead of 0.060 e/nm² and raises $\Phi_{ext}$ by 0.05 eV.

### How to use tabulated work functions

A tabulated $\Phi_M$ is a reasonable starting point for comparing metals, but it does not predict an absolute flat-band voltage. In this model, two metals on otherwise identical stacks differ by $S\Delta\Phi_M/e$. "Otherwise identical" is a real condition: a metal that reacts with the oxide or changes its charge alters other terms too. For design, use an effective work function extrapolated to zero thickness for the same metal, dielectric, interlayer and processing, and then add only the thickness-dependent charge terms, $-Q_1a_h-Q_2(a_h+a_i)$. The part of the sheet charges that acts through $g$ is already contained in $\Phi_{ext}$ and must not be counted twice.

The one-dimensional formula also assumes laterally uniform charge. Traps must be counted with their occupation at flat band; if that occupation depends on the direction of the voltage sweep, the stack has no single flat-band voltage. The constant $D_g$ is a further approximation. If the gap-state density varies with energy, $\Phi_{eff}$ is no longer linear in $\Phi_M$, and one value of $S$ cannot describe all metals.

Numbers in the example were calculated in double precision.
